Diffuse transmittance of a thick white slab and its extrapolation lengths

**A.1 The slab without surface reflection**

Take a plane slab, 0 < z < L, that scatters light but does not absorb it. Let its effective refractive index equal that of its surroundings, so that its faces do not reflect. Lambertian light (equal radiance from every direction) falls on the face z = 0 with flux F0. The light is steady and laterally uniform, and interference is ignored.

Let I(z, μ) be the radiance averaged over azimuth, with μ the cosine of the angle to the +z axis. The energy density U, the energy speed v and the net flux J are related by

vU = ∫ I dΩ,  J = ∫ μ I dΩ.

With scattering mean free path l_s and normalized phase function p, the transfer equation is

μ ∂I/∂z = −I/l_s + (1/l_s) ∫ p(Ω′→Ω) I(Ω′) dΩ′.

Integrated over all directions, the right side vanishes, because scattering only redistributes light. Hence dJ/dz = 0.

Next multiply by μ and integrate. A scattering event leaves, on average, a fraction g of the original direction cosine, where g is the mean cosine of the scattering angle. The right side becomes −J/l_s + gJ/l_s, so

d/dz ∫ μ² I dΩ = −J/l,  l = l_s/(1 − g).

The length l is the transport mean free path. To close the equations, assume that the radiance is linear in μ:

I = (vU + 3Jμ)/(4π).

The averages of μ and μ² over the sphere are 0 and 1/3, so this form returns the correct U and J and gives ∫ μ² I dΩ = vU/3. Therefore

J = −D dU/dz,  D = vl/3.

The partial currents, which are the fluxes carried toward +z and −z, follow from the same radiance:

J± = 2π ∫₀¹ μ (vU ± 3Jμ)/(4π) dμ = vU/4 ± J/2.

Their difference is J, as it must be. At the front the inward current is the incident flux, and at the back nothing returns:

vU(0)/4 + J/2 = F0,  vU(L)/4 − J/2 = 0.

Thus vU(0) = 4F0 − 2J and vU(L) = 2J. Since J is constant, the diffusion law also gives vU(0) − vU(L) = 3JL/l. Equating the two differences,

4F0 − 4J = 3JL/l,

T = J/F0 = (4l/3)/(L + 4l/3).

At the back, U divided by its downward slope is 2l/3. The straight density profile therefore reaches zero a distance z_e = 2l/3 outside the slab. The denominator is L + 2z_e: one extrapolation length for each face.

**A.2 Faces that reflect**

Now let the slab have effective index n > 1, with smooth faces and vacuum on both sides. For a ray with cosine μ inside and μ_o outside, Snell's law reads

1 − μ_o² = n²(1 − μ²).

Rays with μ < μ_c = √(1 − 1/n²) are totally reflected, so R(μ) = 1. For the others, unpolarized light has

R = ½[(μ_o − nμ)/(μ_o + nμ)]² + ½[(nμ_o − μ)/(nμ_o + μ)]².

The flux returned by the back face is found by weighting the outgoing radiance with R:

2π ∫₀¹ μR (vU + 3Jμ)/(4π) dμ = R1 vU/4 + R2 J/2,

R1 = 2 ∫₀¹ μR dμ,  R2 = 3 ∫₀¹ μ²R dμ.

Two moments are needed because the isotropic and the linear parts of the radiance meet the face with different angular weights. The totally reflected range contributes μ_c² to R1 and μ_c³ to R2. The rest is an ordinary quadrature from μ_c to 1.

Setting the inward current at the back equal to this returned flux gives

vU(L)/4 − J/2 = R1 vU(L)/4 + R2 J/2,

(1 − R1) vU(L)/4 = (1 + R2) J/2.

The extrapolation length is U divided by its downward slope J/D:

z_e = D U(L)/J = (vl/3)(2/v)(1 + R2)/(1 − R1)

z_e = (2l/3)(1 + R2)/(1 − R1).

At the front, light moving outward travels toward −z, so the J term in the returned flux changes sign. With J_in the flux that enters from outside,

vU(0)/4 + J/2 = J_in + R1 vU(0)/4 − R2 J/2,

(1 − R1) vU(0)/4 + (1 + R2) J/2 = J_in.

To find J_in, let the outside radiance be I0, so that F0 = πI0. Differentiating Snell's law gives μ_o dμ_o = n²μ dμ. A transmitted beam is thus squeezed in angle, and energy conservation makes its inside radiance n²(1 − R)I0. The same R applies from either side of the face, since exchanging the roles of the two media changes only the signs of the amplitudes. Hence

J_in = 2π ∫₀¹ μ n²(1 − R) I0 dμ = n²(1 − R1) F0.

Divide the front condition by (1 − R1)/4 and use 2(1 + R2)/(1 − R1) = 3z_e/l:

vU(0) = 4n²F0 − 3Jz_e/l.

The back condition is likewise vU(L) = 3Jz_e/l. Inserting both into vU(0) − vU(L) = 3JL/l gives 4n²F0 = 3J(L + 2z_e)/l, and so

**T = (4/3) n² l/(L + 2z_e).**

At fixed l and n, T is inversely proportional to L + 2z_e. It approaches a 1/L law when L is much larger than 2z_e.

The density is vU(z) = 3J(L − z + z_e)/l. In equilibrium with radiance I0 on both sides it would be vU_eq = 4n²F0, so

U(z)/U_eq = (L − z + z_e)/(L + 2z_e).

If the two faces differ, the same algebra holds with the separate lengths z_1 and z_2, and 2z_e is replaced by z_1 + z_2. A film in optical contact with a black, index-matched substrate has z_2 = 2l/3, because nothing returns from the back.

**A.3 Which part survives without the diffusion approximation**

The numerator does not depend on the assumed radiance near the faces. Two solutions of the full transfer equation show this.

The first is uniform and isotropic, with radiance n²I0 inside. Scattering leaves it unchanged. At a face, transmitted and reflected light add to n²(1 − R)I0 + Rn²I0 = n²I0, so the boundary condition holds in every direction.

The second describes light escaping from a half-space with no light incident from outside. Deep inside, its radiance is linear in μ and its density is vU = 3J(d + z_T)/l, where d is the depth and z_T is the extrapolation length of full transport theory. Direct substitution shows that this linear form satisfies the transfer equation.

Near the illuminated face, subtract the second solution from the first. The flux J then points inward, and vU = 4n²F0 − 3J(z + z_T)/l. Near the back, vU = 3J(L − z + z_T)/l. If the slab is thick enough for the disturbances from both faces to have died out in between, the two expressions must agree there:

4n²F0 = 3J(L + 2z_T)/l.

This is the earlier result with z_T in place of z_e. For a thick slab, the approximation in the diffusion boundary therefore enters through the extrapolation length.

The transport values below come from a numerical solution by adding-doubling. The reflection and transmission matrices of a very thin layer are built from the transfer equation on a grid of directions, then combined repeatedly up to the full thickness, with Fresnel faces added. The phase function has Legendre moments g^m. The length z_T follows from the straight line of 1/T against L, between L = 30l and L = 60l.

For n = 1 and isotropic scattering, z_T = 0.710 l, against 0.667 l from diffusion. For n = 1.2 and g = 0.5, with l = 5 µm, z_T = 5.75 µm, against 6.02 µm. Diffusion is too low in the first case and too high in the second, so its error has no fixed sign.

**A.4 A beam instead of diffuse light**

Under a clear sky, sunlight arrives mainly as a beam. Its transmittance follows from the diffuse problem by reciprocity. The slab's directional transmission function is unchanged when a light path is reversed. The fraction of a beam transmitted into all directions therefore equals the ratio of emergent to incident radiance, in the reversed direction, when the opposite face is lit diffusely.

Under diffuse illumination, the diffusion approximation gives for the radiance reaching the back face from inside

I(μ) = (3J/4π)(z_e/l + μ),  J = πT I0.

On leaving, it is multiplied by (1 − R)/n². Inserting T gives

T(μ) = [1 − R(μ)](μl + z_e)/(L + 2z_e).

In this formula μl plays the part of the depth at which the refracted beam becomes diffuse, a reading that is close near normal incidence and rough at oblique incidence. For L = 60l and g = 0.5, the formula stays within 2% of transport up to 85° outside when n = 1.2, but it is 12% too high near 85° when n = 1. Averaging over Lambertian incidence recovers the earlier numerator:

2n² ∫₀¹ μ(1 − R)(μl + z_e) dμ = n²[(2l/3)(1 − R2) + (1 − R1)z_e] = 4n²l/3.

The last step uses (1 − R1)z_e = (2l/3)(1 + R2).

**A.5 Worked example: a white film for daytime cooling**

Consider a free-standing porous polymer film above a black body, separated from it by an air gap. The inputs are L = 300 µm, l = 5 µm, n = 1.2 and g = 0.5, with a solar irradiance of 1000 W/m². Quadrature of the Fresnel formula gives R1 = 0.3363 and R2 = 0.1985. Then

z_e = (2 × 5/3)(1.1985/0.6637) = 6.02 µm,

L + 2z_e = 312.04 µm,

T = (4/3)(1.44)(5)/312.04 = 9.60/312.04 = 0.0308.

The film reflects 96.9% of diffuse light and passes 30.8 W/m² to the body. The transport solution also gives T = 0.0308 to three digits. At depth L/4 the relative density is 0.740 by diffusion and 0.741 by transport.

Doubling L at fixed l and n multiplies T by 312.04/612.04 = 0.510, slightly more than one half. To limit the transmitted load to 20 W/m², T must be 0.020:

L = 9.60/0.020 − 12.04 = 468 µm.

For a beam at 5.9° outside, μ = 0.996 and 1 − R = 0.992. The beam formula gives 0.992 × (4.98 + 6.02)/312.04 = 0.0350, and transport gives 0.0348. By the transport values, the same irradiance in a near-normal beam thus delivers about 13% more than diffuse light.

For scale, a black surface at 300 K emits 148 W/m² between 8 and 13 µm, by integration of Planck's law. This is not a net cooling power, since radiation from the sky, convection and the film's actual emissivity are left out. The transmitted load of 31 W/m² is about one fifth of it.

**A.6 Thin slabs**

For the n and g of the worked example, the diffusion result loses accuracy as the slab becomes thinner. The ratio of diffusion to transport transmittance is:

L/l = 0.3: 0.918
L/l = 1: 0.964
L/l = 3: 0.980
L/l = 10: 0.991

In this example diffusion underestimates T throughout, by 8% at the thinnest slab and by 1% at L = 10l. The assumption that fails is the linear form of the radiance. At L = 0.3l, light in the directions that can escape still runs mostly forward, while light trapped by total reflection runs almost equally both ways. The radiance therefore changes sharply near the critical angle instead of varying linearly with μ.

**A.7 Weak absorption**

Let the material absorb a power vU/l_a per unit volume. To first order, the density keeps its linear profile, and the absorptance is

A = (1/F0) ∫₀ᴸ vU/l_a dz = [3J/(l l_a F0)](L²/2 + z_e L).

The last bracket is L(L + 2z_e)/2, and 3J(L + 2z_e)/l = 4n²F0. Hence

A = 2n²L/l_a.

The transport mean free path cancels because the average density is half the equilibrium value, whatever l is.

At the next level, dJ/dz = −vU/l_a turns the diffusion law into

d²U/dz² = U/L_d²,  L_d = √(l l_a/3).

Keep the extrapolated values U_eq at z = −z_e and zero at z = L + z_e, which is adequate for z_e much smaller than L_d. With x = (L + 2z_e)/L_d,

U = U_eq sinh[(L + z_e − z)/L_d]/sinh x.

The slope at the far end is smaller than that of the straight line by the factor x/sinh x, and T falls by the same factor.

Take l_a = 100 mm as a rough value. Then L_d = 408 µm, x = 0.764 and x/sinh x = 0.909. Transport also gives a factor of 0.909, which lowers T to 0.0280. The first-order absorptance is 2 × 1.44 × 0.300/100 = 0.0086, while transport gives 0.0082. The estimate is high because the sinh profile lies below the straight line.

Absorption thus reduces the load on the body to 28.0 W/m² but deposits 8.2 W/m² in the film. The total solar heat rises from about 31 to about 36 W/m².

With a black body behind the film, this total has a floor that added thickness cannot remove. In a very thick film U decays as exp(−z/L_d), so J(0) = D U(0)/L_d, or vU(0) = 3J(0)L_d/l. The front condition vU(0) = 4n²F0 − 3J(0)z_e/l then gives

J(0)/F0 = (4/3)n²l/(L_d + z_e) = 9.60/414 = 0.023.

With these parameters and diffuse light, at least 23 W/m² is absorbed by film and black body together; for a near-normal beam transport gives 26 W/m². The floor does not bind a film with a reflecting back: with a perfect mirror on its back face the 300 µm film absorbs about 15 W/m², and the total approaches 23 W/m² from below as the film thickens. The 468 µm film found above limits the transmitted part in the nonabsorbing model; it cannot bring the total heat below 20 W/m² if l_a is 100 mm.

**A.8 Relation to real films**

The parameters are illustrative values for a porous white polymer coating of the kind used in daytime radiative cooling, not measured data. One assumption with a large effect is a single l for the whole solar spectrum. If l grows in proportion to wavelength from 5 µm at 0.55 µm, with n fixed, averaging T over a 5772 K blackbody spectrum from 0.3 to 2.5 µm gives 0.045. The load becomes 45 W/m², about 47% above the single-l value. The linear law is itself a rough assumption, so a design needs l measured across the spectrum, especially in the near infrared. The absorption length can matter still more: with l_a = 10 mm, L_d = 129 µm, the floor of A.7 becomes 9.60/135 = 0.071, and the 300 µm film takes up about 72 W/m² in total instead of 36. Real polymers absorb much more strongly in their near-infrared bands than in the visible, so a single l_a is only a placeholder. The effective index is also uncertain when the faces are rough or the pores are comparable in size to the wavelength. At the same l = 5 µm, n = 1 would give T = 6.67/306.67 = 0.0217 instead of 0.0308, and n = 1.5, with z_e = 12.1 µm, would give T = 15.0/324.2 = 0.046.

Other changes are smaller. Optical contact with a black, index-matched substrate replaces one z_e by 2l/3 = 3.33 µm, so T = 9.60/309.35 = 0.0310, a rise of about 1%. Neglect of interference requires kl to be large, where k = 2πn/λ; at λ = 0.55 µm, kl is about 69. A blackbody at 300 K emits only 0.003 W/m² between 0.3 and 2.5 µm, so the film's own emission in the solar band is negligible.

All numerical values are calculated from the stated model.
